# Why a Melt-Growth Facet Can Leave a Dopant-Rich Core

**Q.** I pull crystals from a doped melt. Where the interface had a flat facet, the crystal contains a core with a different dopant level from the material around it. Both regions grew at the same pulling rate, so how can growth speed explain the difference?

**A.** Two speeds are involved. The axial speed $V$ is how fast the interface advances along the pulling direction. The step speed $v$ is how fast the edge of an atomic layer runs sideways across the surface.

Let a step have height $a$, and let neighbouring steps be a distance $L$ apart. The surface slope relative to the crystal plane is $p=a/L$. One step passes a given point every $L/v$ and raises the surface there by $a$, so

$$V=\frac{a}{L/v}=\frac{a}{L}\,v=pv .$$

In steady growth $V$ is the same at every radius; otherwise the interface would change shape. A region with a small slope has few steps, and they must run fast. A more inclined region reaches the same $V$ with many slow steps.

**Q.** What sets the slope on the facet and outside it?

**A.** The temperature field and the step kinetics together. Take an axisymmetric interface, with height $z$ measured into the melt and radius $r$ from the axis. Near the interface, let the temperature be

$$T=T_m+G\left(z+\frac{r^2}{2R}\right),$$

where $T_m$ is the melting temperature, $G>0$ the axial gradient and $R$ the radius of curvature of the melting isotherm. The isotherm $z=-r^2/(2R)$ bulges towards the melt. I neglect the dopant's effect on $T_m$. The undercooling $\Delta T=T_m-T$ at the interface is then

$$\Delta T=-G\left(z+\frac{r^2}{2R}\right).$$

Steps start at the centre and run outwards, so the surface falls with radius and $p=-dz/dr$. Differentiation gives

$$\frac{d\Delta T}{dr}=-G\left(\frac{dz}{dr}+\frac rR\right)=G\left(p-\frac rR\right).$$

For the kinetics I use $v=\mu\Delta T$, with constant $\mu$, and neglect the effect of step curvature. Since $p=V/v$,

$$\frac{d\Delta T}{dr}=G\left(\frac{V}{\mu\Delta T}-\frac rR\right).$$

The central undercooling $\Delta T_0$ is what the layer source needs to start layers at the rate $V/a$. The source may be two-dimensional nucleation or a dislocation; here $\Delta T_0$ is an input.

**Q.** Does that equation really produce a facet with an edge?

**A.** Yes, if the first term is small over most of the facet. Define

$$r_f=\sqrt{\frac{2R\Delta T_0}{G}},\qquad x=\frac r{r_f},\qquad w=\frac{\Delta T}{\Delta T_0}.$$

Multiplying the equation by $r_f/\Delta T_0$, and using $Gr_f^2/(R\Delta T_0)=2$, gives

$$\frac{dw}{dx}=-2x+\frac{\varepsilon}{w},\qquad \varepsilon=\frac{GVr_f}{\mu\Delta T_0^2}.$$

For $\varepsilon\ll1$, drop the last term inside the facet. With $w(0)=1$, integration gives $w=1-x^2$. Putting this back into the small term gives the first correction:

$$w\simeq1-x^2+\varepsilon\int_0^x\frac{dx'}{1-x'^2}
=1-x^2+\varepsilon\,\mathrm{artanh}\,x .$$

The expansion fails close to $x=1$, where $w$ is no longer large compared with $\varepsilon$.

Outside the facet the two terms on the right nearly cancel, so $w\simeq\varepsilon/(2x)$. In the original variables this means

$$p\simeq\frac rR,\qquad v=\frac Vp\simeq\frac{VR}{r}.$$

The surface now follows the isotherm. A small departure $\eta$ from this solution obeys

$$\frac{d\eta}{dx}=-\frac{\varepsilon}{w^2}\eta
=-\frac{4x^2}{\varepsilon}\eta,$$

so it dies out over a short distance when $\varepsilon$ is small. The facet therefore joins the outer surface across a narrow edge, where the step speed collapses.

**Q.** How large is that change for plausible growth conditions?

**A.** I choose round model values, not data for a named material: $V=10$ µm/s, $G=4$ K/mm, $R=50$ mm, $\Delta T_0=1$ K, $\mu=0.05$ m/(s K) and $a=0.30$ nm. Then

$$r_f=\sqrt{\frac{2(50\ \mathrm{mm})(1\ \mathrm K)}{4\ \mathrm{K/mm}}}=5\ \mathrm{mm},\qquad \varepsilon=0.004.$$

At the centre, $v=\mu\Delta T_0=50$ mm/s. At $r=6$ mm, the outer formula gives

$$v\simeq(0.010\ \mathrm{mm/s})\frac{50}{6}=0.083\ \mathrm{mm/s}.$$

The ratio is about 600, although $V$ is the same. The step spacing is 1500 nm at the centre and 2.5 nm at 6 mm.

These speeds come from the steady equation. As a test, the height equation $\partial z/\partial t=pv-V$, written in the frame moving with the crystal's mean advance, was evolved for 2 s on a 10 µm radial grid. It started from a flat facet joined to the isotherm. The final undercooling differed from the steady solution by at most 0.0007 K. That largest difference lies at the narrow facet edge, where the undercooling is only about 0.004 K and the grid error is about 20%; at 6 mm the two agree to about 0.1%.

**Q.** Why should a faster step take in more dopant? Many dopants prefer the melt.

**A.** Speed limits the time available for correction. Whether the correction removes or adds dopant depends on what the step captures first.

Let $C$ be the dopant fraction in the melt near the interface, with $C\ll1$. At equilibrium the crystal contains $k_eC$. Suppose that the melt layer lying on a terrace contains $k_aC$, and that an advancing step initially captures this content. Adsorption can make $k_a$ larger than $k_e$; that is an assumption about the dopant and the crystal face, not a consequence of step motion.

While a captured site remains exposed at the step edge, it exchanges with the melt. Let its probability of holding a dopant be $n$. A host site gains a dopant at rate $\nu k_eC$, and a dopant site loses it at rate $\nu(1-k_eC)$. These rates assume that an edge site in equilibrium holds the bulk content $k_eC$. With them,

$$\begin{aligned}
\frac{dn}{dt}&=\nu k_eC(1-n)-\nu(1-k_eC)n\\
&=\nu(k_eC-n).
\end{aligned}$$

Since $n(0)=k_aC$,

$$\frac{n(t)}C=k_e+(k_a-k_e)e^{-\nu t}.$$

If $k_a>k_e$, exchange removes excess dopant. A fast step buries the site before much of the excess has escaped.

**Q.** How does exposure time become a function of step speed?

**A.** Take the width of an atomic row to be $a$ as well. The edge advances one row in a mean time $a/v$. Kinks moving along the edge bury its sites; if their arrivals are random and independent, the exposure times have the distribution $(v/a)e^{-vt/a}$. The interface coefficient $k$, the ratio of solid to nearby melt concentration, is the average

$$\begin{aligned}
k(v)&=\int_0^\infty\frac va e^{-vt/a}
\left[k_e+(k_a-k_e)e^{-\nu t}\right]dt\\
&=k_e+(k_a-k_e)\frac{v/a}{\nu+v/a}.
\end{aligned}$$

Define the exchange speed $v_*=\nu a$ and the ratio $b=v/v_*$. Then

$$k=k_e+(k_a-k_e)\frac b{1+b}
=\frac{k_e+k_ab}{1+b},\qquad
\frac{dk}{db}=\frac{k_a-k_e}{(1+b)^2}.$$

Slow steps give $k_e$, and fast steps give $k_a$. The coefficient rises with speed if $k_a>k_e$ and falls if $k_a<k_e$. In the second case the same fast steps leave a dopant-poor core. If $k_a=1$, the step captures the melt composition itself, and for $k_e<1$ the coefficient remains below 1. In this model, $k>1$ for such a dopant requires an enriched terrace layer, $k_a>1$.

**Q.** Does the result depend on random kink arrivals?

**A.** The formula does, but the direction of the effect does not. If every site is exposed for the same time $a/v$, then

$$k=k_e+(k_a-k_e)e^{-v_*/v},$$

which also rises with $v$ when $k_a>k_e$.

Take $k_e=0.5$, $k_a=4$ and $v_*=5$ mm/s. At the centre $b=50/5=10$, so random exposure gives

$$k=\frac{0.5+4(10)}{11}=3.68.$$

At 6 mm, $b=0.0834/5=0.0167$, and

$$k=\frac{0.5+4(0.0167)}{1.0167}=0.557.$$

The contrast in interface coefficient is $3.68/0.557=6.6$. Fixed exposure gives 3.67 at the centre and 0.50 outside. At these two points the difference is larger outside, where the random distribution includes some short exposures. It is largest near the facet edge, where $v$ is comparable with $v_*$: at $b=0.5$ random exposure gives 1.67 and fixed exposure 0.97.

**Q.** The terrace layer must refill before the next step. Does the fast facet step leave less time for that?

**A.** No. The time between steps at a fixed point is $L/v=a/V$, the same in both regions. Here it is 30 µs. What changes is the exposure of a newly captured edge site: 6 ns on average at the facet centre and 3600 ns at 6 mm. The edge exchange time is $1/\nu=a/v_*=60$ ns, between the two.

The model also assumes that dopant in a completed terrace stays there during the 30 µs before the next layer covers it. The terrace exchange rate must therefore be well below $V/a=3.3\times10^4$ s$^{-1}$, whereas the edge exchange rate is $1.7\times10^7$ s$^{-1}$. If completed terraces exchanged quickly, they would lose the captured excess in both regions and the core would fade.

**Q.** Steps slow down as they approach the facet edge. Why would the core not fade gradually from its centre?

**A.** Over most of the facet, $v$ is several times $v_*$, and $k$ then changes much less than the speed does:

$$k_a-k=\frac{k_a-k_e}{1+b}.$$

The solution for the example is:

| $r$ (mm) | $v$ (mm/s) | $k$ |
|---:|---:|---:|
| 0 | 50.0 | 3.68 |
| 2.5 | 37.6 | 3.59 |
| 4.0 | 18.2 | 3.25 |
| 4.5 | 9.8 | 2.82 |
| 5.0 | 0.60 | 0.87 |
| 5.2 | 0.096 | 0.57 |

From the centre to 2.5 mm, speed falls by 25% but $k$ by less than 3%. Near 5 mm, speed falls through $v_*$ and then far below it, so $k$ drops steeply.

A useful radius is where $b=1$, because there $k=(k_e+k_a)/2$. Using the leading facet solution,

$$\mu\Delta T_0\left(1-\frac{r_h^2}{r_f^2}\right)=v_*,
\qquad
r_h=r_f\sqrt{1-\frac{v_*}{\mu\Delta T_0}} .$$

This gives $5\sqrt{1-0.1}=4.74$ mm; the full profile gives 4.76 mm. The correction to $w$ explains the difference. At $x=0.949$ it is $0.004\,\mathrm{artanh}(0.949)\simeq0.0073$. Since the slope of $1-x^2$ has magnitude $2x$, the radius moves out by $r_f(0.0073)/(2x)\simeq0.02$ mm.

**Q.** I measure concentration in the solid, not the interface coefficient. Would I find a ratio of 6.6?

**A.** Only if the melt concentration next to the interface were the same in both regions. A region with $k>1$ depletes the nearby melt, and one with $k<1$ enriches it. Both changes reduce the contrast.

Let $y$ point from the interface into the melt. Across a boundary layer of thickness $\delta$, suppose transport is steady and one-dimensional; beyond it, stirring holds the concentration at $C_b$. With equal melt and crystal densities, melt approaches the interface at speed $V$. The flux in the positive $y$ direction is constant and must match the dopant entering the crystal:

$$-D\frac{dC}{dy}-VC=-VC_s,$$

where $D$ is the melt diffusivity and $C_s$ the solid concentration. Rearrangement gives $d(C-C_s)/dy=-(V/D)(C-C_s)$. If $C_i=C(0)$, then

$$C(y)=C_s+(C_i-C_s)e^{-Vy/D}.$$

Insert $C_s=kC_i$ and $C(\delta)=C_b$:

$$C_b=C_i\left[k+(1-k)e^{-V\delta/D}\right].$$

The coefficient referred to the stirred melt is therefore

$$k_{\rm eff}=\frac{C_s}{C_b}
=\frac{k}{k+(1-k)e^{-V\delta/D}} .$$

For $D=10^{-8}$ m²/s and $\delta=0.20$ mm, $V\delta/D=0.20$ and the exponential is 0.819. Hence

$$k_{\rm eff}^{\rm centre}
=\frac{3.68}{3.68-2.68(0.819)}=2.48,$$

$$k_{\rm eff}^{\rm outside}
=\frac{0.557}{0.557+0.443(0.819)}=0.606.$$

The solid concentrations differ by a factor of 4.1. With $V$ and the two interface coefficients held fixed, $V\delta/D=2$ would reduce this factor to 1.23. For a very thick layer, $k_{\rm eff}\to1$ in both regions: steady one-dimensional mass balance requires each to take in the dopant carried towards it.

That last limit needs care. Here $V\delta/D=2$ means $\delta=2$ mm, which is not small compared with the 5 mm facet. Sideways diffusion can then carry dopant from the enriched outer melt to the depleted facet melt, so the one-dimensional factor is only a guide. Solving the axisymmetric diffusion problem above a flat interface with the same $k(r)$ gives a factor of about 1.4 between the centre and 6 mm. It also gives a dopant-rich ring of about $1.6C_b$ just inside the facet edge, next to a trough of about $0.6C_b$ just outside it. For $\delta=0.20$ mm the same treatment leaves the factor at 4.1. Even for the thinner layer, sideways diffusion should smooth the melt concentration near the facet edge over a distance of order $\delta$. It does not smooth $k$, which is set by the step speed, so the solid concentration $kC_i$ still drops steeply there.

**Q.** Could a step running at 50 mm/s exhaust the melt immediately around itself?

**A.** The local depletion can be estimated by treating one step as a moving line source. Per unit length it releases dopant at the rate $Q=av(1-k)C$; for $k>1$, $Q$ is negative. This is the release $av(k_a-k)C$ from the edge minus the uptake $av(k_a-1)C$ by the layer forming on the new terrace, both placed at the step. A slower refill spreads the uptake behind the step and makes the local depletion smaller.

A line pulse in an infinite melt spreads as $e^{-\rho^2/(4Dt)}/(4\pi Dt)$, with $\rho$ the distance from the line. The crystal surface blocks half the space, which doubles this. At a distance $a$ ahead of the step, dopant released a time $t$ ago has come from a distance $a+vt$. Thus

$$\delta C=\frac{Q}{2\pi D}\int_0^\infty\frac{dt}{t}
\exp\left[-\frac{(a+vt)^2}{4Dt}\right].$$

Set $t=(a/v)e^s$ and $q=va/(2D)$. The exponent becomes $-q-q\cosh s$, and $dt/t=ds$. Since $\int_{-\infty}^{\infty}e^{-q\cosh s}ds=2K_0(q)$, where $K_0$ is the modified Bessel function,

$$\frac{\delta C}{C}=\frac{av(1-k)}{\pi D}e^{-q}K_0(q).$$

At the facet centre $q=7.5\times10^{-4}$, and the result is about $-0.9\%$. Continuum diffusion is a rough description at one atomic height, but the estimate shows no severe local depletion. Averaged along the surface, the steps together produce the boundary-layer change calculated above; a small local change near each step remains on top of it.

**Q.** When would I have a facet but no appreciable core?

**A.** One case is $k_a\simeq k_e$: there is then nothing for exchange to correct. Another is an exchange speed outside the useful range. With all other values held fixed, $v_*=5000$ mm/s lets even the facet steps nearly equilibrate, and the contrast in $k$ is 1.07. With $v_*=0.0005$ mm/s, even the outer steps bury most of what they capture, and the contrast is 1.005. A strong core needs $v_*$ well above the outer step speed but not far above the facet step speed.

The layer source matters too. Suppose a dislocation supplies layers at $\Delta T_0=0.1$ K instead of 1 K, with $V$, $G$, $R$ and $\mu$ unchanged. The central step speed is then 5 mm/s, equal to $v_*$, so $k=(0.5+4)/2=2.25$. The facet radius estimate shrinks by $\sqrt{10}$ to 1.6 mm. Since $\varepsilon\propto\Delta T_0^{-3/2}$, it rises to 0.13, so the edge is less sharp. The steps are also nowhere much faster than $v_*$, so $k$ has no plateau and falls gradually to about 1.1 at 1.6 mm. The outer speed at 6 mm is still close to $VR/r$, so the contrast in $k$ is about 4.0. A more active source leaves a smaller and weaker core.

If the outer interface is atomically rough, separate steps lose their meaning there. Should the same exchange law apply with normal speed $V$, then $V/v_*=0.002$ and $k$ is again close to $k_e$. The contrast would survive, but using that law on a rough surface is a further assumption.

**Q.** How should I compare this with a real crystal?

**A.** Facet cores are known in melt-grown semiconductors. Tellurium in indium antimonide is a strong case, with a facet enrichment of several times as a rough size. The chosen pulling speed and gradient are of ordinary magnitude for melt growth, but $k_a$, $v_*$ and $\mu$ are much less certain. I placed $v_*$ between the two step speeds, so the factor of 4.1 illustrates the mechanism and does not predict a particular crystal. Real melts also depart from a uniform boundary layer: rotation and convection change $\delta$, and in the one-dimensional estimate a change from 0.20 to 2 mm lowers the factor from 4.1 to about 1.2, although sideways diffusion then leaves a dopant-rich ring at the facet edge. Uneven heating can make $V$ vary in time, adding bands that the steady model omits.

For a comparison, map the facet boundary as well as the dopant. At fixed $R$ and $\Delta T_0$, a larger $G$ should shrink the core as $G^{-1/2}$, provided $\varepsilon$ stays small. Changing the pulling rate is harder to interpret, because it changes the outer step speed and $V\delta/D$, and may change $\Delta T_0$. The numerical output gives the values for the main example.

## Table of computed values

```
Axial growth speed V: 10.0 um/s
Temperature gradient G: 4.0 K/mm
Isotherm radius R: 50.0 mm
Central undercooling: 1.00 K
Step kinetic coefficient: 0.050 m/(s K)
Step height and row width a: 0.30 nm
Equilibrium coefficient k_e: 0.50
Capture coefficient k_a: 4.00
Exchange speed v_star: 5.00 mm/s
Edge exchange rate: 1.667e+07 1/s
Layer completion rate V/a: 3.333e+04 1/s
Facet radius estimate: 5.000 mm
Small parameter epsilon: 0.00400
Largest profile difference: 0.00066 K
Central step speed: 50.000 mm/s
Outer step speed at 6.0 mm: 0.08338 mm/s
Step speed ratio: 599.7
Central slope: 0.000200
Outer slope: 0.11993
Central step spacing: 1500.0 nm
Outer step spacing: 2.501 nm
Mean edge exposure, centre: 6.000 ns
Mean edge exposure, outside: 3597.9 ns
Interface coefficient, centre: 3.6818
Interface coefficient, outside: 0.5574
Interface core contrast: 6.605
Fixed-exposure coefficient, centre: 3.6669
Fixed-exposure coefficient, outside: 0.5000
Half-height radius, numerical: 4.763 mm
Half-height radius, formula: 4.743 mm
Profile: radius mm; undercooling K; step speed mm/s; k; k_eff
  0.0; 1.00000; 50.0000; 3.6818; 2.4775
  2.5; 0.75219; 37.6097; 3.5893; 2.4428
  4.0; 0.36438; 18.2189; 3.2463; 2.3069
  4.5; 0.19584; 9.7921; 2.8169; 2.1190
  4.8; 0.08603; 4.3017; 2.1186; 1.7615
  5.0; 0.01196; 0.5981; 0.8739; 0.8944
  5.2; 0.00192; 0.0962; 0.5661; 0.6144
  6.0; 0.00167; 0.0834; 0.5574; 0.6060
Contrast for v_star = 5000 mm/s: 1.0692
Contrast for v_star = 0.0005 mm/s: 1.0052
Melt diffusivity D: 1.0e-08 m^2/s
Melt boundary layer delta: 0.20 mm
Melt transport: V*delta/D; centre k_eff; outside k_eff; contrast
  0.00; 3.6818; 0.5574; 6.6052
  0.20; 2.4775; 0.6060; 4.0880
  2.00; 1.1094; 0.9030; 1.2286
  10.00; 1.0000; 1.0000; 1.0001
Relative melt change near one facet step: -0.935 %
```
